Why silicon's optical phonons couple direction-dependently without Born charges

**Q.** Silicon is non-polar: its Born charges are zero, and its optical phonons show no LO–TO splitting at the zone centre. Yet the calculated coupling of electrons to these phonons tends to different values when the phonon wave vector q goes to zero along different directions. What charge is left to produce a long-range potential?

**A.** Begin with one atom. Displace atom κ slightly along axis α in an insulating crystal and let the electrons respond, with the macroscopic electric field held at zero. Let e f_κα(x) be the change in charge density per unit displacement, nuclei included, with x measured from the atom's rest position. With the macroscopic field removed, I take f to be localized enough for its low moments to exist.

In a phonon, atom κ at position r moves by u_κ exp(iq·r). To first order the single-atom responses add. The induced charge per cell at wave vector q is therefore

ρ(q) = e Σ_κα u_κα ∫ f_κα(x) exp(−iq·x) d³x.

For small q, expand the exponential. The zeroth moment of f vanishes because moving an atom creates no charge. The next two moments are

Z_κ,βα = ∫ x_β f_κα d³x,  Q_κα^{βγ} = ∫ x_β x_γ f_κα d³x,

and so, with repeated Cartesian indices summed,

ρ(q)/e = Σ_κ [ −i q_β Z_κ,βα − ½ q_β q_γ Q_κα^{βγ} ] u_κα + O(q³).

Z is the Born charge and Q the dynamical quadrupole. Zero Born charge removes the first term and leaves the second open.

**Q.** Then why does symmetry remove one and not the other?

**A.** Inversion about a bond centre exchanges the two atoms of the cell. It turns "atom 1 displaced by u" into "atom 2 displaced by −u" and reflects the induced charge, so

f_2α(x) = −f_1α(−x).

Put this into the moments and substitute y = −x. The first moment gains a second minus sign; the second moment does not:

Z_2 = Z_1,  Q_2 = −Q_1.

Shifting the whole neutral crystal rigidly produces no net dipole change, so Z_1 + Z_2 = 0. Together these give Z_1 = Z_2 = 0. The quadrupoles need only be opposite.

The surroundings of one atom fix their form. An atom in silicon is not itself an inversion centre; its site symmetry is tetrahedral. A half turn about x reverses y and z, so a component survives only if y and z together appear an even number of times among its three indices. The half turns about y and z give the corresponding rules. The numbers of x, y and z indices must then all be even or all odd. Since they add up to three, each letter appears once. A threefold rotation about [111] permutes the axes and makes the survivors equal:

Q_1x^{yz} = Q_1y^{zx} = Q_1z^{xy} = Q,

with the upper indices interchangeable. Atom 1 is the one whose neighbour lies along +[111]; choosing the other atom would reverse the sign of Q.

**Q.** A quadrupole is a weak source. Its charge vanishes as q². Why does the potential not vanish too?

**A.** Because Poisson's equation divides by q². Let u = u_1 − u_2 be the relative displacement. For displacement along x, the terms yz and zy both contribute, which cancels the factor ½. The other axes work the same way, so

ρ(q) = −eQ (q_y q_z u_x + q_z q_x u_y + q_x q_y u_z) = −eQ q² s·u,

s = (n_y n_z, n_z n_x, n_x n_y),  n = q/|q|.

This charge was defined at zero macroscopic field. When the field is allowed to form, the electrons screen it through the clamped-ion dielectric constant ε, a single number in a cubic crystal. With cell volume Ω, the potential φ obeys

ε₀ ε q² φ = ρ/Ω.

An electron has charge −e, so its potential energy per unit relative displacement amplitude is −eφ/|u|. Writing û for the unit vector along u,

V = K s·û,  K = e²Q/(ε₀ ε Ω).

The minus sign of the electron cancels that of the quadrupole term. The magnitude of q has dropped out and its direction has remained. If Z were not zero, the source would be of order q and V would grow as 1/q, which is the Fröhlich coupling of polar crystals.

**Q.** Which directions and which modes should show it?

**A.** Along [100], two components of n vanish, so s = 0 and V = 0 for every polarization. Along [110], s = (0, 0, ½): the active mode is transverse, with u along z, and V = K/2. The longitudinal mode there has V = 0. Along [111], s = (1, 1, 1)/3, which is parallel to q. The longitudinal mode has V = K/√3 and the transverse modes have none. The coupling therefore does not follow the longitudinal–transverse division familiar from polar crystals.

The three optical modes are degenerate at the zone centre, so the quantity independent of how they are labelled is the sum over polarizations,

Σ V² = K² |s|² = K² (n_x²n_y² + n_y²n_z² + n_z²n_x²).

It equals 0, K²/4 and K²/3 along the three directions. Reversing q changes nothing, because s is even in n.

**Q.** At q = 0 a constant potential is only a shift of the energy zero. Is this limit physical?

**A.** At q = 0 itself, a uniform potential scatters nothing. For any non-zero q, V is the amplitude of a wave exp(iq·r): the electron's energy is raised in one half-wavelength and lowered in the next. This wave connects states k and k+q in the same band, and their overlap tends to one as q shrinks. The contribution of this wave to the scattering matrix element thus tends to V, with a value set by the direction of approach.

The electric field is proportional to qV and does vanish. This is why the frequencies do not split at the zone centre. For a real wave, the mean field energy per cell is

|ρ|²/(4 ε₀ ε Ω q²) = ¼ K Q q² (s·û)² |u|².

The mean elastic energy per cell is ¼ μω²|u|², where μ is half the atomic mass. Adding the two changes the squared frequency by

Δ(ω²) = K Q q² (s·û)²/μ,

which goes to zero with q. A finite direction-dependent coupling and the absence of LO–TO splitting are compatible.

**Q.** Electrons in silicon's conduction valleys are said not to scatter from zone-centre optical phonons within one valley. Does your term break a selection rule?

**A.** The rule applies to the short-range part of the coupling, the change in the crystal potential without the macroscopic V. That part has one limit for all directions. Take a non-degenerate state on the x axis of the Brillouin zone, as in the valley along [100]. A half turn about x preserves the state up to a phase but reverses u_y and u_z. The corresponding matrix elements equal their own negatives and vanish. A quarter turn about x, combined with the translation that exchanges the sublattices, also preserves the state. It leaves displacements along x pointing the same way but swaps the atoms, so it reverses the relative displacement u_x. That element vanishes as well.

The macroscopic part carries the extra vector n, which these operations generally rotate, so the argument does not forbid it. When n lies along the valley axis the operations preserve it, and indeed s = 0 there. For this valley the quadrupole potential is the entire zone-centre limit. At other points the short-range part may survive and must be added with its sign. In the microscopic model described next it is 8.7 eV/nm at the L point.

**Q.** Can this be seen in a band structure, without putting the quadrupole in by hand?

**A.** Yes. I used a nearest-neighbour sp³s* model of silicon, with hopping energies that scale as the inverse square of bond length. Gaussian charges on the atoms, of width 0.10 nm, interact through the Hartree potential. The other inputs are in the numerical output. Q was taken from the response at zero macroscopic field for q along [110] and u along z; ε was taken from q along [100]. They are Q = 0.29 e nm and ε = 7.2, giving K = 18.1 eV/nm.

The macroscopic part of the self-consistent potential was then computed along [100], [111], [1 −1 1], [112] and [1 2 −3], for all three displacement axes, at |q| = 0.0005 × 2π/a, where a is the lattice constant. The largest departure from K s·û was 1.3 × 10⁻⁷ of K. The complete matrix element in the conduction valley, averaged over q and −q to remove terms odd in q, agreed to 1.7 × 10⁻⁷ of K along [100], [110], [111] and [1 2 −3].

As a control, I raised the orbital levels of one sublattice by 1 eV and lowered the other by 1 eV, which removes inversion symmetry. In this comparison the short-range Hartree terms were left out. Halving q then doubled V, whereas with equal levels V stayed constant.

The model places electronic charge on atoms. It omits dipoles within an atom, charge centred on bonds and exchange-correlation response. Its Q demonstrates the mechanism and should not be used as silicon's value.

**Q.** What about acoustic phonons?

**A.** If both atoms move together, u = 0 and the two quadrupoles cancel. The next moment gives a charge of order q³ and a potential of order q; in the model, doubling q multiplied V by 1.9985. A real acoustic wave also strains the cell and produces a relative displacement proportional to the shear components xy, yz and zx of the strain, hence to q; a longitudinal wave along [100] has none. Through Q this gives another potential of order q. Both are of the same order in q as ordinary deformation-potential coupling. The second amounts to about 1 eV per unit strain for longitudinal waves along [110] and [111] with the silicon values below, against about 9 eV for the shear deformation potential of the valleys, so it is a modest contribution to the angular dependence. Both vanish at the zone centre.

**Q.** How large is the optical effect in a working transistor?

**A.** An estimate for bulk, lightly doped silicon sets the scale. The inputs are rough: K below is uncertain by about 15% and the rate by about 30%. Take Q = +0.70 e nm (13 e bohr, positive in the convention above), ε = 12 and a = 0.543 nm, so that Ω = a³/4 = 0.0400 nm³. With e²/ε₀ = 18.1 eV nm,

K = 18.1 × 0.70/(12 × 0.0400) ≈ 26.4 eV/nm.

Thus V is 13.2 eV/nm for the active [110] mode and 15.2 eV/nm for the longitudinal [111] mode.

Now let a 0.100 eV electron emit a 0.064 eV phonon within its valley, with the lattice at 400 K. In a crystal of N cells, the relative coordinate has kinetic energy ½μ|du/dt|² per cell. One phonon therefore enters with squared amplitude ħ/(2Nμω) = ℓ²/N, where ℓ = 0.00482 nm for an atomic mass of 28.1 u. The golden-rule sum over final states supplies a factor NΩ, so N cancels:

W = (2π/ħ) K² ⟨|s|²⟩ ℓ² Ω D (n_B + 1).

Here n_B = 0.185 is the phonon occupation. D is the density of final states for one spin and one valley at E = 0.036 eV,

D = (2m_d/ħ²)^{3/2} √E/(4π²) = 0.118 /(eV nm³),

with density-of-states mass m_d = 0.321 m₀.

For one electron, q lies in a cone about its direction of motion, so I also average over that direction; in a spherical valley n is then isotropic. Squaring n_x² + n_y² + n_z² = 1 and averaging gives 3⟨n_x⁴⟩ + 6⟨n_x²n_y²⟩ = 1. Since ⟨n_x⁴⟩ = 1/5, ⟨n_x²n_y²⟩ = 1/15, and the three terms of |s|² add to 1/5. The root-mean-square coupling energy is then

Kℓ/√5 = 26.4 × 0.00482/2.236 ≈ 0.057 eV,

and the rate is

W = (2π/ħ) × (0.057 eV)² × 0.0400 × 0.118 /eV × 1.185 ≈ 1.7 × 10¹¹ 1/s.

The mean emission time is 5.8 ps. For a fixed direction of motion the rate differs: ⟨|s|²⟩ ranges from 0.17 to 0.22 in a spherical valley, and in the real ellipsoidal valley from 0.055 for motion along its axis to about 0.23. Each event delivers 0.064 eV to the lattice, a gross heating power of 1.8 nW per electron while its energy is held at 0.100 eV. Phonon absorption is not subtracted.

**Q.** How does that compare with the scattering used in device models?

**A.** Those models write the squared matrix element as ħD_op²/(2Mₜω), where Mₜ is the total crystal mass. Here Mₜ = 4Nμ, so D_op²/4 = K²/5 and D_op = 2K/√5 = 2.4 × 10⁸ eV/cm. Deformation potentials for scattering between silicon valleys range from below 10⁸ to about 10⁹ eV/cm, so this one lies within their range. Rates go as the square, so the strongest processes count most. The total phonon scattering rate at this energy is very roughly 10¹³ 1/s, which makes the channel a correction of one to two per cent. It is not the main source of heat.

Several corrections apply even at light doping. The ellipsoidal valley (masses 0.92 and 0.19 m₀) favours less active directions and lowers the rate to 1.5 × 10¹¹ 1/s. The short-range coupling, which is forbidden only on the valley axis, gives a change of similar size, discussed in the next answer. Non-parabolicity raises the density of states by about 4.5%. At 300 K instead of 400 K, with isotropic directions, the rate is 1.6 × 10¹¹ 1/s.

Free carriers break the insulating assumption. In a static estimate they replace q² by q² + q_D² in the screened potential, where q_D is the Debye wave vector. At 10¹⁷ cm⁻³ and the typical phonon wave vector of 1.24 1/nm, (q_D/q)² is 0.28%. It is proportional to density, so at 10¹⁹ cm⁻³ it would be about 28%. Averaged over the actual transitions, where small q counts more, this formula lowers the rate by a factor of about 2. It overstates the screening, because q exceeds the thermal wave vector and the plasma energy at that density, about 0.067 eV, is as large as the phonon energy; allowing for both gives a factor nearer 1.4. Heavily doped contacts are therefore outside this example. So is the inversion layer of a transistor in its on state: at 5 × 10¹² to 10¹³ electrons per cm² it is about 1.5 nm thick, its motion normal to the interface is quantized, and its peak density is several times 10¹⁹ cm⁻³.

**Q.** Is 1.24 1/nm small enough for a zone-centre formula?

**A.** Only to 10–15% in the rate. With a realistic band structure the macroscopic potential falls at this q by about 1% along [111] and about 6% along [110], more than the model below suggests. In the microscopic model, between q = 0 and that wave vector, V for the longitudinal [111] mode changes from 10.47 to 10.42 eV/nm. The complete valley coupling, root-mean-square over directions and summed over polarizations, changes from 8.11 to 7.98 eV/nm, or 1.6%. The finite-q values were computed on a coarser k mesh than the q = 0 values, so these small differences are only indicative. The model is also a weak test of the complete coupling. The selection rule forbids the short-range part only on the valley axis, and the states at 0.100 and 0.036 eV lie off it. The model's transverse mass is 1.6 m₀ instead of 0.19 m₀, and its short-range coupling grows far too slowly away from the axis. With a pseudopotential band structure that has realistic masses, the short-range part is about 2.5 eV/nm root-mean-square for these transitions and interferes with K s·û. For silicon's positive Q it raises the rate by roughly 10–15%, which the fall of the macroscopic potential with q largely offsets. The figures keep the displacement pattern purely optical; the mixing of acoustic motion into real modes at finite q is left out. With the rough silicon values, the quadrupolar frequency shift at this q is at most 0.35%, reached along [111].

**Q.** Chips are strained. Does strain bring back the Born charges?

**A.** Uniform strain does not. It preserves inversion about the bond centres, so Z_1 = Z_2 and Z_1 + Z_2 = 0 still hold. It does lower the site symmetry, so Q may acquire other components and ε may become a tensor; V then follows from the general quadrupole sum divided by q·ε·q. A strain gradient or an interface removes the inversion symmetry, and the proof that the Born charges vanish no longer applies there.

Table of computed values

```
MICROSCOPIC MODEL (sp3s* + Hartree)
levels s, p, s*: -4.2, 1.7, 6.7 eV
ss, sp, pp-sigma: -2.08, 2.48, 2.72 eV
pp-pi, s*p: -0.72, 2.33 eV; charge width 0.10 nm
indirect gap: 1.17 eV
valley position: 0.730 x 2pi/a
supercell vs linear response, rel. error: 9.1e-07
quadrupole Q: 0.2897 e nm
dielectric constant: 7.22
K: 18.131 eV/nm (finer k mesh: 18.121 eV/nm)
largest error of V = K s.u, relative to K: 1.3e-07
same for full valley matrix element: 1.7e-07
optical V(2q)/V(q): 0.9998
rigid-motion V(2q)/V(q): 1.9985
optical field energy, 2q over q: 3.9965
polar control V(q)/V(2q): 2.0000
same without polarity: 1.0000
short-range coupling at valley, q=0: 4.0e-15 eV/nm
short-range coupling at L, q=0: 8.66 eV/nm
WORKED EXAMPLE (rough silicon values)
Q: 0.70 e nm = 13.2 e bohr; eps: 12
lattice constant: 0.543 nm; cell volume: 0.04003 nm^3
K: 26.37 eV/nm
V [100], any u: 0.00 eV/nm
V [110], u along z: 13.19 eV/nm
V [110], longitudinal: 0.00 eV/nm
V [111], longitudinal: 15.23 eV/nm
electron energy: 0.100 eV; phonon: 0.064 eV
final energy: 0.036 eV; temperature: 400 K
masses: 0.92, 0.19; DOS mass: 0.321 m0
atomic mass: 28.1 u
zero-point relative displacement: 0.00482 nm
phonon occupation: 0.185
final density of states: 0.1178 /(eV nm^3)
equivalent optical deformation potential: 2.36e+08 eV/cm
emission rate: 1.72e+11 1/s; mean time: 5.80 ps
heating power per electron: 1.77 nW
NEGLECTED EFFECTS
rms phonon wave vector: 1.243 1/nm
mean s^2: isotropic 0.2000, ellipsoidal 0.1759
rate with ellipsoidal directions: 1.52e+11 1/s
rate at 300 K: 1.59e+11 1/s
carrier density: 1e+17 cm^-3
static screening (qD/q)^2: 0.28 %
non-parabolicity 0.5 1/eV, DOS change: 4.5 %
largest quadrupolar frequency shift: 0.35 %
model [111] V at rms q: 10.415 eV/nm
model [111] V at q=0: 10.468 eV/nm
model rms valley coupling at rms q: 7.982 eV/nm
model rms valley coupling at q=0: 8.109 eV/nm
```
